# Joining Tersoff and ZBL Potentials with a Fermi Switch: Silicon Dimer Tests

## The decision

Before a collision cascade in silicon is run, two numbers must be fixed: the distance at which a bonding potential hands over to a short-range repulsion, and the steepness of the handover. Too soft a switch contaminates the bond with repulsion. Too steep a switch can create a pocket on the repulsive wall, where two atoms could be trapped if they lose energy to their surroundings. A smooth force curve does not rule out the pocket. A criterion on the steepness does, for the dimer, and it needs only the two potentials and their slopes.

## Scheme and conventions

Energies are in eV, lengths in Å, and the zero of energy is that of separated atoms. A prime means $d/dr$, so the radial force is $-V'$, positive when repulsive. The joined energy of a pair is

$$V=(1-F)V_Z+F\,V_T,\qquad F(r)=\frac{1}{1+e^{-A(r-r_C)}},$$

where $A$ is the steepness and $r_C$ the centre. At small $r$ the universal Ziegler–Biersack–Littmark (ZBL) repulsion $V_Z$ dominates; at large $r$ the Tersoff energy $V_T$ does.

For two silicon nuclei, $Z=14$,

$$V_Z=\frac{K Z^2}{r}\,\phi(r/a),\qquad \phi(x)=\sum_{k=1}^{4}c_k e^{-d_kx},$$

with $K=e^2/4\pi\varepsilon_0=14.39965$ eV Å and screening length $a=0.12767$ Å. The weights $c_k$ are 0.18175, 0.50986, 0.28022, 0.02817; the decays $d_k$ are 3.1998, 0.94229, 0.4029, 0.20162. The product rule gives

$$V_Z'=\frac{KZ^2}{r}\left[\frac{1}{a}\frac{d\phi}{dx}-\frac{\phi}{r}\right]<0,$$

because $\phi>0$ and $d\phi/dx<0$.

The Tersoff pair energy is $V_T=f_C\,g$, with

$$g=Pe^{-\lambda_1r}-bQe^{-\lambda_2r},$$

$P=1830.8$ eV, $Q=471.18$ eV, $\lambda_1=2.4799$ Å$^{-1}$ and $\lambda_2=1.7322$ Å$^{-1}$. The bond order $b$ depends on third atoms. A dimer has none, so $b=1$. The taper $f_C$ is 1 below $R=2.7$ Å, 0 above $S=3.0$ Å, and in between

$$f_C=\tfrac12\left[1+\cos\frac{\pi(r-R)}{w}\right],\qquad w=S-R=0.3\ \text{Å}.$$

As a check on the parameters, they give diamond silicon an energy of $-4.63$ eV per atom and a lattice constant of 5.432 Å.

Below $R$, the dimer slope is

$$V_T'=-\lambda_1Pe^{-\lambda_1r}+\lambda_2Qe^{-\lambda_2r}
=\lambda_2Qe^{-\lambda_2r}\left[1-\frac{\lambda_1P}{\lambda_2Q}e^{-(\lambda_1-\lambda_2)r}\right].$$

The bracket increases with $r$ and vanishes at

$$r_e=\frac{\ln(\lambda_1P/\lambda_2Q)}{\lambda_1-\lambda_2}=\frac{\ln 5.563}{0.7477}=2.295\ \text{Å}.$$

Hence $V_T'<0$ for $r<r_e$. The well energy is $-2.666$ eV. Any minimum of the joined curve below $r_e$ is false, since both of its ingredients are purely repulsive there.

## The force, and what continuity can show

Define $D=V_T-V_Z$. Differentiating the joined energy gives

$$V'=(1-F)V_Z'+FV_T'+F'(V_T-V_Z).$$

For the Fermi function, with $u=e^{-A(r-r_C)}$,

$$F'=\frac{Au}{(1+u)^2}=A\,\frac{1}{1+u}\,\frac{u}{1+u}=AF(1-F),$$

so that

$$V'=(1-F)V_Z'+FV_T'+AF(1-F)D.\tag{1}$$

Suppose the last term is left out and the two forces are merely mixed. The result is still continuous, but it is not the derivative of $V$. The correct force equals the mixed force minus $F'D$, so the mixed force does excess work $\int F'D\,dr$ on a separating pair. For $A=12$ Å$^{-1}$ and $r_C=1.0$ Å, the energy released between 0.5 and 2.5 Å is 472.64 eV. The full force does this work; the mixed force does 488.99 eV, an excess of 16.35 eV, or 3.5% of the release.

For a dimer the mixed force is central and has a potential of its own, so a complete collision returns the atoms with their initial kinetic energy. The fault appears as a disagreement with the reported potential energy during the collision. Force must therefore be compared with energy, not just inspected for jumps.

The Fermi function and $V_Z$ are smooth for $r>0$, so the places to examine are the taper edges. Since

$$f_C'=-\frac{\pi}{2w}\sin\frac{\pi(r-R)}{w}$$

vanishes at both edges, $V_T$ and $V_T'=f_C'g+f_Cg'$ are continuous, and so is the joined force. The second derivative of the taper is

$$f_C''=-\frac{\pi^2}{2w^2}\cos\frac{\pi(r-R)}{w}$$

inside and zero outside. It starts at $-\pi^2/2w^2$ just above $R$ and ends at $+\pi^2/2w^2$ just below $S$. Taking right minus left, the jump in $f_C''$ is $-\pi^2/2w^2$ at both edges. In $V''$ the one discontinuous piece is $Ff_C''g$, hence

$$\Delta V''=-F\,\frac{\pi^2g}{2w^2}.$$

Both jumps are positive because $g<0$ there. At 2.7 Å the formula gives 116.37 eV/Å$^2$, against 116.38 from one-sided energy differences; at 3.0 Å the values are 84.04 for both. The measured force jumps are about $10^{-6}$ eV/Å in size. Their exact value is zero, so this remainder is numerical error.

There is one proviso. The ZBL tail is not multiplied by $f_C$. If the pair list ends at $S$, where $V_T=V_T'=0$, the discarded energy and force are

$$(1-F)V_Z,\qquad (1-F)\left[-V_Z'+AFV_Z\right].$$

For $A=12$ Å$^{-1}$ they are $9.5\times10^{-12}$ eV and $1.3\times10^{-10}$ eV/Å. For $A=3$ Å$^{-1}$ at the same centre they rise to $6.2\times10^{-4}$ eV and $3.1\times10^{-3}$ eV/Å. Strict continuity requires keeping the tail or tapering it separately.

## Criterion for false minima

Write $s_Z=-V_Z'$ and $s_T=-V_T'$. Both are positive for $r<r_e$, and equation (1) becomes

$$V'=-(1-F)s_Z-Fs_T+AF(1-F)D.$$

Where $D\le0$, every term is negative or zero and the first two are negative, so no stationary point exists. Trouble requires $D>0$: the bonding potential must lie above the repulsion it replaces. Dividing by the positive number $F(1-F)$ gives

$$\frac{V'}{F(1-F)}=AD-\left[\frac{s_Z}{F}+\frac{s_T}{1-F}\right].\tag{2}$$

To bound the bracket for every $F$ between 0 and 1, use $1/F=1+(1-F)/F$ and $1/(1-F)=1+F/(1-F)$:

$$\frac{s_Z}{F}+\frac{s_T}{1-F}=s_Z+s_T+s_Z\frac{1-F}{F}+s_T\frac{F}{1-F}.$$

The product of the last two terms is $s_Zs_T$. Completing the square therefore gives

$$\frac{s_Z}{F}+\frac{s_T}{1-F}
=(\sqrt{s_Z}+\sqrt{s_T})^2+
\left[\sqrt{s_Z\frac{1-F}{F}}-\sqrt{s_T\frac{F}{1-F}}\right]^2.$$

The smallest value is $(\sqrt{s_Z}+\sqrt{s_T})^2$, reached when the last bracket vanishes, at

$$F^*=\frac{\sqrt{s_Z}}{\sqrt{s_Z}+\sqrt{s_T}}.$$

Define

$$A^*=\min_{r<r_e,\;D>0}\frac{(\sqrt{s_Z}+\sqrt{s_T})^2}{D}.\tag{3}$$

If $A<A^*$, the right side of (2) is negative wherever $D>0$. The curve then falls all the way to $r_e$, whatever $r_C$ is.

Conversely, let $A>A^*$ and let $r^*$ be the minimizing distance. Choosing

$$r_C=r^*-\frac1A\ln\frac{F^*}{1-F^*}$$

makes $F(r^*)=F^*$ and hence $V'(r^*)>0$. As $r\to0$, the $1/r^2$ repulsion makes $V'\to-\infty$, so a minimum lies below $r^*$. Here $D(r_e)<0$, so $V'(r_e)<0$ and a barrier separates this pocket from the bond. The criterion is thus sharp when $r_C$ is free. For one given $r_C$, a steepness above $A^*$ may still be harmless.

## Silicon numbers

The Tersoff energy lies above ZBL between 0.667 and 1.486 Å. The minimum in (3) falls at $r^*=1.095$ Å, where $s_Z=128.1$ eV/Å, $s_T=177.8$ eV/Å and $D=14.35$ eV:

$$A^*=\frac{(11.32+13.34)^2}{14.35}\approx42.4\ \text{Å}^{-1}.$$

A direct count of energy minima tests both sides. At $0.98A^*$ no false minimum appears for 191 centres between 0.30 and 2.20 Å. At $1.02A^*$ one appears for the predicted centre, 1.099 Å.

For $A=12$ Å$^{-1}$ and $r_C=1.0$ Å, the midpoint can be checked by hand. There $F=\tfrac12$, $V_Z=50.975$ eV and $V_T=69.983$ eV, so

$$V=\tfrac12(50.975+69.983)=60.48\ \text{eV},\qquad D=19.01\ \text{eV}.$$

The switching term in $V'$ is $AD/4=57.0$ eV/Å. The total force is 155.8 eV/Å, so the mean of the two separate forces is $155.8+57.0=212.8$ eV/Å. The switch removes about a quarter of the repulsion at this point but does not reverse it. The sampled curve from 0.2 to 3.0 Å has one minimum, the bond.

The same numbers predict when this centre fails. The midpoint force vanishes at $A=4(212.8)/19.01\approx44.8$ Å$^{-1}$. The numerical onset, found by searching all distances on the wall, is 44.75 Å$^{-1}$. It lies above $A^*$, as it must.

At $A=60$ Å$^{-1}$ the midpoint slope is $15(19.01)-212.8\approx+72$ eV/Å: the atoms attract. The pocket lies at 0.981 Å with energy 59.5 eV, behind a barrier of 1.70 eV whose top is at 1.017 Å. A pair needs about 61.2 eV of relative energy to enter from outside. If isolated, it also leaves, since its energy is conserved. Capture requires energy loss to other atoms or to a stopping term.

## The lower limit on steepness

At the fixed distance $r_e$, the joined energy exceeds the Tersoff energy by

$$V(r_e)-V_T(r_e)=(1-F)(V_Z-V_T).$$

This is the first-order shift of the well. The bond can relax, so the true shift is slightly smaller. For $A=12$ Å$^{-1}$ both are $6.82\times10^{-7}$ eV. For $A=3$ Å$^{-1}$ the first-order value is 0.0772 eV and the relaxed one 0.0739 eV, 4.3% lower; the bond lengthens from 2.295 to 2.319 Å.

The shift gives a design rule. Since $1-F<e^{-A(r_e-r_C)}$, a leak below $\epsilon$ is ensured by

$$A\ge\frac{1}{r_e-r_C}\ln\frac{V_Z(r_e)-V_T(r_e)}{\epsilon}.$$

Dividing the first-order shift by $1-F$ gives an energy difference of 3.84 eV. For $\epsilon=1$ meV and $r_C=1.0$ Å, the limit is $\ln(3840)/1.295\approx6.4$ Å$^{-1}$. Together with $A^*$ this leaves, for the dimer at this centre and tolerance, a window from 6.4 to 42.4 Å$^{-1}$. The lower end depends on the centre: the same rule gives 10.4 Å$^{-1}$ for $r_C=1.5$ Å and 28 Å$^{-1}$ for $r_C=2.0$ Å.

Softness also harms the hard wall. At 0.5 Å, $V_Z=470.5$ eV and $V_T=331.7$ eV. With $A=12$ Å$^{-1}$, $F=0.00247$ lowers the repulsion by 0.34 eV, or 0.07% of $V_Z$. With $A=3$ Å$^{-1}$, $F=1/(1+e^{1.5})=0.182$ lowers it by about 25 eV, or 5%.

## Pseudocode

The energy and force routine is:

```
for each unordered pair (i,j) with r < S:
    x = A*(r - r_C)
    F = logistic(x)
    G = logistic(-x)                # G = 1-F
    VZ, dVZ = zbl(r)
    b = (b_ij + b_ji)/2            # 1 for a dimer
    VT, dVT = tersoff(r, b)        # slope at fixed b
    E += G*VZ + F*VT
    dV = G*dVZ + F*dVT + A*F*G*(VT - VZ)
    force_i -= dV*(position_i - position_j)/r
    force_j += dV*(position_i - position_j)/r
    add forces from changes of b, multiplied by F
```

The acceptance check for the dimer is:

```
A_star = infinity
for r on a fine grid below r_e:
    D = VT(r) - VZ(r)
    if D > 0:
        q = (sqrt(-dVZ(r)) + sqrt(-dVT(r)))^2 / D
        A_star = min(A_star, q)
refine A_star around the best grid point
require A < A_star                 # sufficient for every r_C
compare forces with energy differences and with work
test one-sided force limits at R and S
count minima of V up to S
check the well shift and the discarded tail
```

Refinement matters because a grid can only overestimate the minimum in (3). The final count is needed even when $A<A^*$, since the criterion says nothing about distances beyond $r_e$.

## Cost and numerical stability

The join adds a fixed amount of work per pair: four screening exponentials and the Fermi function. The number of Tersoff triples is unchanged. At bounded density, with neighbour lists, the total remains linear in the number of atoms.

The weight $1-F$ should be evaluated as its own logistic function. At 3.0 Å with $A=12$ Å$^{-1}$ it is about $e^{-24}\approx4\times10^{-11}$; subtracting $F$ from 1 in double precision would leave a relative error of order $10^{-6}$.

Steepness can also affect the time step. The contribution of $F''$ to the curvature is

$$F''D=A^2F(1-F)(1-2F)D,$$

and the largest magnitude of the factor in $F$ is $1/(6\sqrt3)=0.096$. With $D$ held at its midpoint value, this contribution reaches about 260 eV/Å$^2$ for $A=12$ Å$^{-1}$ and 6600 eV/Å$^2$ for $A=60$ Å$^{-1}$. It grows as $A^2$. The switch also adds the cross term $2F'D'$, which grows only as $A$ but reaches about 280 eV/Å$^2$ in size for $A=12$ Å$^{-1}$. The two terms together reach about 440 eV/Å$^2$ for $A=12$ Å$^{-1}$ and 7200 eV/Å$^2$ for $A=60$ Å$^{-1}$. For comparison, the ZBL curvature is about 800 eV/Å$^2$ at 1.0 Å and 18 000 eV/Å$^2$ at 0.5 Å.

Curvature alone does not set the step. A fast pair crosses the switch, whose width is of order $1/A$, well before it slows down on the wall. In a head-on collision with 470 eV of relative energy, which just reaches 0.5 Å, the atoms still approach at about 0.75 Å/fs when they are 1.0 Å apart. They cover a distance $1/A$ in about 0.11 fs for $A=12$ Å$^{-1}$, but in 0.02 fs for $A=60$ Å$^{-1}$. The step must resolve this crossing as well as the turning point, so a steep switch can require a shorter step even where the wall has the larger curvature.

## Failure modes outside the dimer

In a solid, neighbours reduce $b$. This weakens the attraction, raises $V_T$ and enlarges $D$, so the dimer value of $A^*$ cannot be carried over. The threshold falls to about 17 Å$^{-1}$ at $b=0.7$ and about 10 Å$^{-1}$ at $b=0.386$; at the latter value $A=12$ Å$^{-1}$ is no longer safe for every centre. Equation (3) can be re-evaluated at any fixed $b$, with the search limited to distances below the first zero of $V_T'$ at that $b$. For the chosen switch, a scan in steps of 0.001 finds pockets below the dimer bond length up to $b=0.127$ and none at larger $b$.

Whether such values occur follows from

$$b_{ij}=\left[1+(\beta\zeta)^n\right]^{-1/2n},\qquad
\zeta=\sum_k f_C(r_{ik})\,h_a(\theta_{ijk}),$$

$$h_a=1+\frac{c^2}{d^2}-\frac{c^2}{d^2+(h-\cos\theta)^2},$$

with $\beta=1.1\times10^{-6}$, $n=0.78734$, $c=100390$, $d=16.217$ and $h=-0.59825$. The angular function grows with $|h-\cos\theta|$, which is largest at $\cos\theta=1$. Since $f_C\le1$, twelve neighbours besides the bonded partner give at most $\zeta=12\,h_a(0)$, and therefore $b\ge0.386$. The average of $b_{ij}$ and $b_{ji}$ obeys the same bound if both atoms have at most twelve. This is well above 0.127; diamond silicon has $b=0.958$.

The comparison holds at fixed $b$. If $b$ changes along a path, the force along a coordinate $q$ gains $F f_CQe^{-\lambda_2r}\,\partial b/\partial q$, which the scan does not include. A compressed cascade with more neighbours also needs its own check.

Finally, these tests concern the join. They do not show that either model reproduces a real silicon dimer. At the centre of the chosen switch the two differ by 19 eV, so at least one of them is wrong there by 9.5 eV or more. Passing them means that the switch adds no false minimum to the dimer curve; the energies in the handover region still need comparison with an electronic-structure calculation. The numerical output lists the main values for the dimer.

## Computed values

```
Tersoff repulsion 1830.8 eV, decay 2.4799 1/A
Tersoff attraction 471.18 eV, decay 1.7322 1/A
Cutoff taper from 2.7 to 3.0 A
Angular c=100390, d=16.217, h=-0.59825
Bond order beta=1.1e-06, n=0.78734
Coulomb constant e^2/(4 pi eps0) = 14.39965 eV A
ZBL screening length = 0.12767 A
ZBL weights: 0.18175 0.50986 0.28022 0.02817
ZBL decays: 3.1998 0.94229 0.4029 0.20162
Diamond Si: energy -4.6296 eV/atom, a = 5.4320 A
Diamond Si bond order = 0.9583
Tersoff dimer: r_e = 2.2952 A, energy = -2.6660 eV
Switches: A = 12.0, 3.0, 60.0 1/A; r_C = 1.0 A
Curve for A=12: r(A) F V_Z(eV) V_T(eV) V(eV) force(eV/A)
  0.5 0.00247 470.498 331.658 470.154 2615.653
  0.8 0.08317 112.164 133.930 113.974 446.506
  0.9 0.23148 74.733 97.374 79.974 250.716
  1.0 0.50000 50.975 69.983 60.479 155.811
  1.1 0.76852 35.450 49.563 46.296 133.705
  1.2 0.91683 25.064 34.431 33.652 117.189
  1.5 0.99753 9.611 9.318 9.319 49.278
  2.0 0.99999 2.407 -1.902 -1.902 6.307
Energy V(0.5 A)-V(2.5 A) = 472.6390 eV
Work of full force = 472.6390 eV
Work of mixed forces only = 488.9888 eV
Work error of mixed forces = 16.3497 eV
Edge 2.7 A: measured force jump -1.1e-06 eV/A
  V'' jump: measured 116.379, formula 116.367 eV/A^2
Edge 3.0 A: measured force jump -1.0e-06 eV/A
  V'' jump: measured 84.044, formula 84.035 eV/A^2
V_T above V_Z from 0.6669 to 1.4860 A
A* = 42.360 1/A at r* = 1.0953 A, F* = 0.4591
At r*: D = 14.348 eV
At r*: s_Z = 128.107, s_T = 177.826 eV/A
0.98 A*: 0 false minima over 191 centres
  centres scanned: 0.30 to 2.20 A
1.02 A*: 1 false minimum at r_C = 1.0991 A
Pocket onset for r_C = 1.0 A: A = 44.752 1/A
Minima on whole curve: A=12: 1, A=60: 2
A=60 pocket: r = 0.981 A, V = 59.543 eV
A=60 barrier: top at 1.017 A, height 1.702 eV
A=12: bond 2.29516 A, well shift 6.824e-07 eV
  first-order shift 6.824e-07 eV
  tail at 3.0 A: 9.53e-12 eV, force 1.34e-10 eV/A
A=3: bond 2.31916 A, well shift 7.386e-02 eV
  first-order shift 7.719e-02 eV
  tail at 3.0 A: 6.24e-04 eV, force 3.14e-03 eV/A
A=12: largest b with a pocket = 0.127 (grid 0.001)
Lowest possible b with 12 neighbours = 0.3861
```
